# On-site density of the symmetric six-valley donor state

## Question

A substitutional donor sits at $\mathbf r=0$ in a cubic crystal whose conduction band has six equivalent minima, at $\mathbf k_j$ on the $\pm x$, $\pm y$ and $\pm z$ axes. The state belonging to one valley is

$$
\phi_j(\mathbf r)=F_j(\mathbf r)\,u_j(\mathbf r)\,e^{i\mathbf k_j\cdot\mathbf r},\qquad \int|\phi_j|^2\,d^3r=1 ,
$$

where $u_j$ has the period of the lattice. The envelopes $F_j$ are one and the same function, rotated to the axis of each valley, so $F_j(0)=F(0)\neq0$. The Bloch amplitudes at the donor are equal in modulus and phase, $u_j(0)=u(0)\neq0$. The site has tetrahedral symmetry, and its operations carry the six $\phi_j$ into one another without extra signs.

**(a)** Neglect the overlap of different valleys. Show that the normalised symmetric combination has six times the on-site density of one valley.

**(b)** Keep the overlaps $S_{ij}=\int\phi_i^*\phi_j\,d^3r$. Show that two real numbers describe them, $s$ for opposite and $t$ for perpendicular valleys, and find the corrected ratio.

**(c)** Find the on-site density of the other five symmetry-adapted combinations. Can any combination of the six valleys exceed the symmetric one? What happens if the two $z$ valleys enter with reversed sign?

**(d)** Take a face-centred cubic lattice with cube edge $d=5.4$ Å and $k_0=0.85\,(2\pi/d)$. For the $+z$ valley let

$$
F=\frac{e^{-\rho}}{\sqrt{\pi a^2b}},\quad \rho=\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}},\quad u=C\left(1+\gamma e^{-iGz}\right),
$$

with $a=20$ Å, $b=12$ Å, $\gamma=0.3$, $G=4\pi/d$ and $C^2=1/(1+\gamma^2)$. The other valleys follow by symmetry. Numerical integration gives $t=7.5\times10^{-5}$. Calculate $s$, the density ratio and the two on-site densities.

**(e)** Does the factor found in (a) also apply at the neighbouring lattice point $(d/2,d/2,0)$? What does the on-site factor imply for a short-range central-cell potential?

## Model answers

### (a) Orthogonal valleys

At the donor every plane-wave factor is $e^{i\mathbf k_j\cdot 0}=1$. Hence all six valley states have the same value there,

$$
\phi_j(0)=F(0)u(0)\equiv\phi(0).
$$

Write the symmetric state as $\psi=N\sum_j\phi_j$. If $S_{ij}=\delta_{ij}$, its norm is

$$
1=N^2\sum_{i,j}S_{ij}=6N^2,\qquad N=\frac1{\sqrt6}.
$$

Its value at the site is the sum of six equal amplitudes:

$$
\psi(0)=\frac{1}{\sqrt6}\,6\,\phi(0)=\sqrt6\,\phi(0),
\qquad
|\psi(0)|^2=6\,|\phi(0)|^2 .
$$

The amplitudes add to give a factor $6^2=36$ in the density, and normalisation removes a factor 6. The gain is constructive interference at the donor. It does not mean more charge, since both states hold one electron.

### (b) Overlapping valleys

An operation of the site group permutes the valleys and leaves integrals over all space unchanged, so valley pairs related by an operation have equal overlaps.

- A two-fold rotation about $x$ exchanges $+z$ and $-z$. Thus $S_{+z,-z}=S_{-z,+z}=S_{+z,-z}^*$, and this overlap is real. The three opposite pairs are related by three-fold rotations, so they share one value $s$.
- The mirror that exchanges $x$ and $z$ gives $S_{+z,+x}=S_{+x,+z}=S_{+z,+x}^*$, which is also real. A two-fold rotation about $z$ takes $+x$ to $-x$, and the mirror exchanging $x$ and $y$ takes $\pm x$ to $\pm y$. Both leave $+z$ in place, so its four perpendicular overlaps share one value $t$. Operations that move $+z$ to the other valleys extend this to every row.

Each row of $S$ therefore contains one 1, one $s$ and four $t$. Its sum is

$$
\lambda=1+s+4t .
$$

The norm condition becomes $1=N^2\cdot6\lambda$. With $\psi(0)=6N\phi(0)$,

$$
\frac{|\psi(0)|^2}{|\phi(0)|^2}=36N^2=\frac{36}{6\lambda}=\frac{6}{1+s+4t}.
$$

The factor six is the limit $s+4t\to0$. A positive value of $s+4t$ lowers the ratio and a negative value raises it.

### (c) Other combinations

For $\psi=\sum_jc_j\phi_j$ the site value is $\phi(0)\sum_jc_j$. Order the valleys as $(+x,-x,+y,-y,+z,-z)$. The other five combinations, before normalisation, are

$$
T_2:\ (1,-1,0,0,0,0),\ (0,0,1,-1,0,0),\ (0,0,0,0,1,-1),
$$

$$
E:\ (1,1,-1,-1,0,0),\ (1,1,1,1,-2,-2).
$$

In each the coefficients sum to zero, so the density at the donor vanishes.

For the upper limit, let $e=(1,1,1,1,1,1)^T$. The ratio for a general combination is

$$
R(c)=\frac{|e^Tc|^2}{c^\dagger Sc}.
$$

Since every row sum is $\lambda$, $Se=\lambda e$, and because $S$ is real and symmetric, $e^Tc=e^TSc/\lambda$. For linearly independent valley states $S$ is positive definite, so it defines a scalar product for which the Cauchy–Schwarz inequality holds:

$$
|e^TSc|^2\le(e^TSe)(c^\dagger Sc)=6\lambda\,c^\dagger Sc .
$$

Division by $\lambda^2c^\dagger Sc$ gives $R(c)\le6/\lambda$. Equality requires $c\propto e$, so no combination exceeds the symmetric state.

With the $z$ pair reversed, $c=(1,1,1,1,-1,-1)$ and $e^Tc=2$. In $c^\dagger Sc$ the diagonal gives 6. The six ordered opposite pairs give $+6s$, because both members of a pair have the same sign. Of the 24 ordered perpendicular pairs, 8 have equal signs and 16 have unequal signs, giving $-8t$. Hence

$$
R=\frac{4}{6+6s-8t}\ \longrightarrow\ \frac23\quad\text{for } s,t\to0 .
$$

The six moduli are still equal, yet the density is below that of one valley. For a sum with equal coefficients, the condition of equal Bloch amplitudes must therefore include their phases.

### (d) Numerical case

These are round model parameters, not those of a particular material.

**Form factor.** The overlap $s$ needs the Fourier component of $F^2$ along the valley axis. Put $x=aX$, $y=aY$, $z=bZ$, so that $d^3r=a^2b\,d^3R$ and $\rho=R$. With $\kappa=qb$,

$$
f(q)=\int F^2e^{iqz}\,d^3r=\frac1\pi\int e^{-2R}e^{i\kappa Z}\,d^3R
=\frac4\kappa\int_0^\infty R\,e^{-2R}\sin(\kappa R)\,dR .
$$

The last form follows from the angular average $\sin(\kappa R)/(\kappa R)$ and the shell volume $4\pi R^2dR$. The radial integral is the imaginary part of $1/(2-i\kappa)^2$, which is $4\kappa/(4+\kappa^2)^2$. Therefore

$$
f(q)=\frac{16}{(4+\kappa^2)^2}=\left[1+\left(\frac{qb}{2}\right)^2\right]^{-2}.
$$

**Opposite valleys.** The $-z$ state is the complex conjugate of the $+z$ state, so

$$
\phi_{-z}^*\phi_{+z}=\phi_{+z}^2=F^2C^2\left[e^{ik_0z}+\gamma e^{i(k_0-G)z}\right]^2 .
$$

Expanding the square and integrating term by term gives

$$
s\simeq C^2\left[f(2k_0)+2\gamma f(2k_0-G)+\gamma^2f(2k_0-2G)\right].
$$

The given $F$ and $u$ produce a one-valley norm of 1.00001. Dividing by it makes the states normalised, and does not affect the digits below.

The middle term has the smallest wavenumber, $G-2k_0=0.3491$ Å$^{-1}$, for which $qb/2=2.094$ and

$$
f=(1+4.386)^{-2}=0.03447 .
$$

With $C^2=1/1.09=0.9174$, this term contributes $0.9174\times0.6\times0.03447=0.01897$. The first term, with $k_0=0.9890$ Å$^{-1}$, adds about $5\times10^{-5}$, and the third about $10^{-6}$. The sum is $s=0.0190$. In this model nearly all of $s$ comes from the reciprocal-lattice component of the Bloch functions, and the sign of that term is the sign of $\gamma$. This does not describe silicon, although $d$ and $k_0$ are close to its values. The diamond structure has a four-fold screw axis along $z$ with translation $d/4$, under which $e^{-iGz}$ changes sign, so the valley Bloch function cannot contain both $1$ and $e^{-iGz}$, and the overlap term of wavenumber $G-2k_0$ vanishes. The remaining terms have wavenumbers of order $2\pi/d$, where the form factor of this envelope is below $10^{-4}$, so the ratio lies much closer to six than the value found below. A crystal without the screw axis, such as zincblende, allows the term.

**Ratio and densities.** The corrected ratio is

$$
\frac{6}{1+0.01902+4(7.5\times10^{-5})}=5.886 ,
$$

which is 1.9% below six. Direct three-dimensional integration of the complete symmetric density also gives 5.886. Two separate evaluations of $t$ differ by 0.7% of its value, which changes the ratio by only about $10^{-5}$.

The envelope density at the donor is $F(0)^2=1/(\pi a^2b)=6.632\times10^{-5}$ Å$^{-3}$, and $|u(0)|^2=C^2(1.3)^2=1.5505$. Thus

$$
|\phi(0)|^2=1.028\times10^{-4}\ \text{Å}^{-3},
$$

$$
|\psi(0)|^2=5.886\times1.028\times10^{-4}\ \text{Å}^{-3}=6.05\times10^{-4}\ \text{Å}^{-3},
$$

or $8.97\times10^{-5}$ bohr$^{-3}$ for the symmetric state.

**Wide envelopes.** Doubling both radii raises the ratio to 5.990, and multiplying them by four raises it to 5.9993. For $qb\gg2$ the form factor falls as $b^{-4}$, so $s$ approaches a sixteen-fold reduction per doubling. The factor six thus belongs to envelopes that are wide compared with the inverse of the smallest intervalley wavenumber that the Bloch functions allow in the overlap, which in this model is $1/|G-2k_0|$.

### (e) Away from the donor, and the central cell

At $(d/2,d/2,0)$ the lattice-periodic factors again equal $u(0)$, but the plane waves have moved out of phase. Each $x$ or $y$ pair contributes $2\cos(0.85\pi)=-1.782$ times its envelope, while the $z$ pair contributes $+2$ times its own. Relative to $F(0)$, the envelopes are $e^{-0.2624}=0.769$ for the $x$ and $y$ valleys and $e^{-0.1909}=0.826$ for the $z$ valleys. The summed amplitude, in units of $\phi(0)$, is

$$
2(-1.782)(0.769)+2(0.826)=-1.09 .
$$

The mean one-valley density, in units of $|\phi(0)|^2$, is

$$
\frac{4(0.769)^2+2(0.826)^2}{6}=0.622 .
$$

The symmetric density divided by this mean is $(1.09)^2/(6\times1.0193\times0.622)=0.31$. The factor six therefore does not apply here: the symmetric density is below the one-valley mean.

For the central cell, take the contact model $V=-W\delta(\mathbf r)$ with $W>0$, acting on six valley states that are degenerate without it. Neglect their overlaps. The matrix elements are $-W\phi_i^*(0)\phi_j(0)$, and any element involving an $E$ or $T_2$ state vanishes by part (c). To first order,

$$
\Delta E_{A_1}=-W|\psi(0)|^2=-6W|\phi(0)|^2,\qquad \Delta E_E=\Delta E_{T_2}=0 .
$$

In this model the symmetric state $A_1$ alone is lowered, by six times the shift that one valley taken by itself would have. The result carries over to a real central cell only if the range of the potential is much shorter than the wavelengths in the valley functions. A potential of finite range generally shifts the $E$ and $T_2$ states too, because their densities vanish at the donor site but not throughout its surroundings.

The comparison assumes a common envelope. If a strong central potential changes the symmetric state's envelope to $\tilde F$, with $u(0)$ unchanged and overlaps still negligible, the same addition of amplitudes gives a ratio $6|\tilde F(0)|^2/|F(0)|^2$. The six comes from valley interference, and the remaining factor from the change of envelope.

The numerical output lists the model parameters and the main numerical results of parts (c) to (e); the intermediate values are worked out in the text.

## Calculated quantities

```
cubic lattice edge: 5.4 angstrom
valley position / (2 pi/edge): 0.85
valley wavenumber k0: 0.9890 angstrom^-1
second plane-wave amplitude gamma: 0.3
transverse envelope radius a: 20.0 angstrom
longitudinal envelope radius b: 12.0 angstrom
envelope density F(0)^2: 6.6315e-05 angstrom^-3
Bloch factor |u(0)|^2: 1.5505
raw norm of one valley (formula): 1.000014
raw norm of one valley (grid): 1.000015
umklapp wavenumber G - 2 k0: 0.3491 angstrom^-1
opposite-valley overlap s: 0.01902
perpendicular-valley overlap t: 7.537e-05
perpendicular overlap from grid: 7.590e-05
one-valley on-site density: 1.0282e-04 angstrom^-3
symmetric on-site density: 6.0520e-04 angstrom^-3
symmetric on-site density: 8.9682e-05 bohr^-3
density ratio, direct integration: 5.8863
density ratio, 6/(1+s+4t): 5.8863
greatest ratio over all combinations: 5.8863
largest ratio among the E and T2 states: 2.5e-24
ratio with one valley pair reversed: 0.6543
ratio to mean valley density at neighbour: 0.3118
on-site ratio, envelope radii times 1: 5.88628
on-site ratio, envelope radii times 2: 5.99029
on-site ratio, envelope radii times 4: 5.99934
```
